# Factors of Two in Formulas for the Electron-Phonon Constant λ: verification in Python

```python
"""Conventions for the electron-phonon constant lambda in one Holstein model.

Result under test (lowest order in g^2, T = 0, phonon energy << bandwidth):
  lambda = -dSigma/domega = 2 N_s g^2 / w0
         = full_width / (2 pi N_s w0^2) = half_width / (pi N_s w0^2)
         = N_s D^2 hbar^2 / (M w0^2)
N_s: density of states per spin and cell; w0: phonon energy;
g: coupling energy; D: level shift per displacement; M: ion mass.
Full width means full width at half maximum of the phonon line.
Mixing conventions changes lambda by factors of two.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal

# Model parameters: energies in eV, lengths in angstrom
bandwidth = 8.0
w0 = 0.05
mass_u = 20.0
D = 7.0
N_s = 1.0 / bandwidth
N_tot = 2.0 * N_s
mass = mass_u * const.atomic_mass


def hbar2_over_mass(m):
    """hbar^2/m in eV angstrom^2 for m in kg."""
    return const.hbar**2 / m / const.e * 1e20


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# --- Coupling from a numerically solved oscillator -----------------------
def oscillator(m, force_constant):
    """Level gap (eV) and matrix element <1|x|0> (angstrom) on a grid."""
    x = np.linspace(-0.4, 0.4, 801)
    dx = x[1] - x[0]
    h2m = hbar2_over_mass(m)
    diagonal = h2m / dx**2 + 0.5 * force_constant * x**2
    off = np.full(len(x) - 1, -h2m / (2 * dx**2))
    energy, state = eigh_tridiagonal(diagonal, off, select="i",
                                     select_range=(0, 1))
    return energy[1] - energy[0], abs(np.sum(state[:, 0] * x * state[:, 1]))


K = w0**2 / hbar2_over_mass(mass)
gap, x01 = oscillator(mass, K)
g = D * np.sqrt(hbar2_over_mass(mass) / (2 * w0))
assert close(gap, w0, 1e-3)
assert close(D * x01, g, 1e-3)
lam = 2 * N_s * g**2 / w0

# Doubled mass at fixed force constant: lambda stays, frequency changes
gap_heavy, x01_heavy = oscillator(2 * mass, K)
lam_grid = 2 * N_s * (D * x01)**2 / gap
lam_heavy = 2 * N_s * (D * x01_heavy)**2 / gap_heavy
assert close(lam_heavy, lam_grid, 1e-3)
assert close(gap / gap_heavy, np.sqrt(2), 1e-3)
assert close(lam_grid, N_s * D**2 / K, 1e-3)


# --- Two-site exact diagonalization: spin count and Pauli blocking -------
def two_site_energies(t, omega, coupling, n_ph=8):
    """Lowest energies with 1, 2 and 3 electrons, only the q = pi phonon."""
    b = np.diag(np.sqrt(np.arange(1, n_ph)), 1)
    number, displacement = b.T @ b, b + b.T
    one, ident = np.eye(n_ph), np.eye(2)
    level, hop = np.diag([-t, t]), np.array([[0., 1.], [1., 0.]])
    v = coupling / np.sqrt(2)
    h1 = (np.kron(level, one) + omega * np.kron(ident, number)
          + v * np.kron(hop, displacement))
    level2 = np.kron(level, ident) + np.kron(ident, level)
    hop2 = np.kron(hop, ident) + np.kron(ident, hop)
    h2 = (np.kron(level2, one) + omega * np.kron(np.eye(4), number)
          + v * np.kron(hop2, displacement))
    e1 = np.linalg.eigvalsh(h1)[0]
    e2 = np.linalg.eigvalsh(h2)[0]
    # Three electrons: one spin fills both levels (total energy zero)
    # and is frozen; the other spin is the one-electron problem.
    return e1, e2, e1


t_toy, w_toy, g_toy = 1.0, 0.5, 0.02
e1, e2, e3 = two_site_energies(t_toy, w_toy, g_toy)
shift_empty = e1 + t_toy             # electron added to the empty band
shift_blocked = (e3 - e2) - t_toy    # electron added above filled level
rule_empty = g_toy**2 / 2 / (-t_toy - t_toy - w_toy)
rule_blocked = g_toy**2 / 2 / (t_toy + t_toy + w_toy)
assert close(shift_empty, rule_empty, 5e-3)
assert close(shift_blocked, rule_blocked, 5e-3)


# --- lambda from its definition: slope of the self-energy ----------------
def self_energy(omega, half_band):
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=300)
    empty = quad(lambda e: 1 / (omega - e - w0), 0, half_band, **opts)[0]
    filled = quad(lambda e: 1 / (omega - e + w0), -half_band, 0, **opts)[0]
    return g**2 * N_s * (empty + filled)


def slope_lambda(half_band, step=2e-4):
    return -(self_energy(step, half_band)
             - self_energy(-step, half_band)) / (2 * step)


half = bandwidth / 2
lam_slope = slope_lambda(half)
lam_wide = slope_lambda(100 * half)  # same N_s, band edges far away
assert close(lam_slope, lam * half / (half + w0), 1e-4)
assert close(lam_wide, lam, 5e-4)

# --- Phonon decay into explicitly counted electron-hole pairs ------------
steps = 800
spacing = w0 / steps
cells = bandwidth / spacing          # levels per spin = number of cells
index = np.arange(2 * steps - 1)
# Electron at (i+1/2)*spacing, hole at (j+1/2)*spacing: energy i+j+1
pair_index = (np.add.outer(index, index) + 1).ravel()
pairs_per_spin = np.bincount(pair_index)[1:2 * steps]
pair_energy = spacing * np.arange(1, 2 * steps)
# Equal-energy pairs couple equally, so only their uniform sum matters
pair_coupling = g / cells * np.sqrt(2 * pairs_per_spin)
H = np.diag(np.concatenate(([w0], pair_energy)))
H[0, 1:] = pair_coupling
H[1:, 0] = pair_coupling
energies, vectors = eigh(H)
weights = vectors[0]**2


def population(time):
    return abs(np.sum(weights * np.exp(-1j * energies * time)))**2


t1, t2 = 1000.0, 3000.0              # times in hbar/eV
decay_rate = np.log(population(t1) / population(t2)) / (t2 - t1)

# Spectral line: Fourier transform of the amplitude up to t_max, which is
# long after the decay and well before the discrete levels cause a revival
t_max = 25000.0
scan = np.linspace(w0 - 2.5e-3, w0 + 2.5e-3, 2001)
line = (t_max * np.sinc((scan[:, None] - energies) * t_max / np.pi)) @ weights
line_fwhm = np.ptp(scan[line > line.max() / 2])

full_width = 4 * np.pi * g**2 * w0 * N_s**2
half_width = full_width / 2
# 2 %: golden rule is leading order in g^2, and the scan grid is finite
assert close(decay_rate, full_width, 0.02)
assert close(line_fwhm, full_width, 0.02)

# Simulated width against the self-energy slope, right and mixed readings
unit = np.pi * w0**2
assert close(line_fwhm / (unit * N_tot), lam_wide, 0.02)
assert close(line_fwhm / 2 / (unit * N_s), lam_wide, 0.02)
assert close(line_fwhm / (unit * N_s), 2 * lam_wide, 0.02)
assert close(line_fwhm / 2 / (unit * N_tot), lam_wide / 2, 0.02)

# --- Mass units ----------------------------------------------------------
Ry = const.physical_constants["Rydberg constant times hc in eV"][0]
a0 = const.physical_constants["Bohr radius"][0] * 1e10
mass_me = mass / const.m_e
mass_ry = mass_me / 2


def lambda_atomic(energy_unit, mass_number):
    """N_s D^2/(M w0^2) with hbar = 1 and the given energy unit in eV."""
    n = N_s * energy_unit
    d = D * a0 / energy_unit
    w = w0 / energy_unit
    return n * d**2 / (mass_number * w**2)


lam_ry = lambda_atomic(Ry, mass_ry)
lam_ry_slip = lambda_atomic(Ry, mass_me)
lam_ha = lambda_atomic(2 * Ry, mass_me)
lam_ha_slip = lambda_atomic(2 * Ry, mass_ry)
assert close(lam_ry, lam_wide, 1e-3)
assert close(lam_ha, lam_wide, 1e-3)
assert close(lam_ry_slip, lam_wide / 2, 1e-3)
assert close(lam_ha_slip, 2 * lam_wide, 1e-3)

# --- Output --------------------------------------------------------------
print("INPUT")
print(f"bandwidth W = {bandwidth:.1f} eV")
print(f"phonon energy w0 = {w0:.3f} eV")
print(f"ion mass M = {mass_u:.1f} u")
print(f"level shift per displacement D = {D:.1f} eV/angstrom")
print("COUPLING")
print(f"N_s = {N_s:.4f} states/(eV cell spin)")
print(f"N_tot = {N_tot:.4f} states/(eV cell), both spins")
print(f"force constant K = {K:.3f} eV/angstrom^2")
print(f"<1|x|0>, numerical oscillator = {x01:.5f} angstrom")
print(f"g from formula = {g:.5f} eV")
print(f"g from numerical oscillator = {D * x01:.5f} eV")
print("TWO-SITE CHECK (hopping = 1, phonon = 0.5, g = 0.02)")
print(f"shift, empty band: exact {shift_empty:.4e}, rule {rule_empty:.4e}")
print(f"shift, blocked: exact {shift_blocked:.4e}, rule {rule_blocked:.4e}")
print("LAMBDA FROM THE SELF-ENERGY (dimensionless)")
print(f"2 N_s g^2/w0 = {lam:.4f}")
print(f"numerical slope, W = 8 eV = {lam_slope:.4f}")
print(f"finite-band factor = {half / (half + w0):.4f}")
print(f"numerical slope, band edges 100 times farther = {lam_wide:.4f}")
print("PHONON LINEWIDTH")
print(f"golden-rule full width = {1e3 * full_width:.4f} meV")
print(f"golden-rule half width = {1e3 * half_width:.4f} meV")
print(f"simulated population decay rate * hbar = {1e3 * decay_rate:.4f} meV")
print(f"simulated line, full width at half max = {1e3 * line_fwhm:.4f} meV")
print("MASS UNITS")
print(f"M = {mass_me:.1f} electron masses")
print(f"M = {mass_ry:.1f} Rydberg mass units")
print(f"w0 = {w0 / Ry:.6f} Ry")
print(f"D = {D * a0 / Ry:.5f} Ry/bohr")
print(f"N_s = {N_s * Ry:.5f} states/(Ry cell spin)")
print("MASS DOUBLED AT FIXED FORCE CONSTANT")
print(f"phonon energy = {gap_heavy:.5f} eV, lambda = {lam_heavy:.4f}")
print("TABLE: reading | lambda | ratio to correct | 1+lambda")
table = [
    ("2 N g^2/w0, N per spin", 2 * N_s * g**2 / w0),
    ("2 N g^2/w0, N total", 2 * N_tot * g**2 / w0),
    ("width/(pi N w0^2), half, per spin", half_width / (unit * N_s)),
    ("width/(pi N w0^2), full, total", full_width / (unit * N_tot)),
    ("width/(pi N w0^2), full, per spin", full_width / (unit * N_s)),
    ("width/(pi N w0^2), half, total", half_width / (unit * N_tot)),
    ("Rydberg energies, Rydberg mass", lam_ry),
    ("Rydberg energies, mass in m_e", lam_ry_slip),
    ("Hartree energies, mass in m_e", lam_ha),
    ("Hartree energies, Rydberg mass", lam_ha_slip),
]
for name, value in table:
    print(f"{name} | {value:.4f} | {value / lam:.2f} | {1 + value:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUT
bandwidth W = 8.0 eV
phonon energy w0 = 0.050 eV
ion mass M = 20.0 u
level shift per displacement D = 7.0 eV/angstrom
COUPLING
N_s = 0.1250 states/(eV cell spin)
N_tot = 0.2500 states/(eV cell), both spins
force constant K = 11.961 eV/angstrom^2
<1|x|0>, numerical oscillator = 0.04572 angstrom
g from formula = 0.32002 eV
g from numerical oscillator = 0.32002 eV
TWO-SITE CHECK (hopping = 1, phonon = 0.5, g = 0.02)
shift, empty band: exact -8.0010e-05, rule -8.0000e-05
shift, blocked: exact 8.0047e-05, rule 8.0000e-05
LAMBDA FROM THE SELF-ENERGY (dimensionless)
2 N_s g^2/w0 = 0.5121
numerical slope, W = 8 eV = 0.5058
finite-band factor = 0.9877
numerical slope, band edges 100 times farther = 0.5120
PHONON LINEWIDTH
golden-rule full width = 1.0054 meV
golden-rule half width = 0.5027 meV
simulated population decay rate * hbar = 1.0052 meV
simulated line, full width at half max = 1.0025 meV
MASS UNITS
M = 36457.8 electron masses
M = 18228.9 Rydberg mass units
w0 = 0.003675 Ry
D = 0.27226 Ry/bohr
N_s = 1.70071 states/(Ry cell spin)
MASS DOUBLED AT FIXED FORCE CONSTANT
phonon energy = 0.03535 eV, lambda = 0.5121
TABLE: reading | lambda | ratio to correct | 1+lambda
2 N g^2/w0, N per spin | 0.5121 | 1.00 | 1.5121
2 N g^2/w0, N total | 1.0241 | 2.00 | 2.0241
width/(pi N w0^2), half, per spin | 0.5121 | 1.00 | 1.5121
width/(pi N w0^2), full, total | 0.5121 | 1.00 | 1.5121
width/(pi N w0^2), full, per spin | 1.0241 | 2.00 | 2.0241
width/(pi N w0^2), half, total | 0.2560 | 0.50 | 1.2560
Rydberg energies, Rydberg mass | 0.5121 | 1.00 | 1.5121
Rydberg energies, mass in m_e | 0.2560 | 0.50 | 1.2560
Hartree energies, mass in m_e | 0.5121 | 1.00 | 1.5121
Hartree energies, Rydberg mass | 1.0241 | 2.00 | 2.0241
ALL CHECKS PASSED
```
